# Why renormalizable QED of several leptons conserves C, P, T and flavour: a numerical check

```python
"""Result under test: the most general renormalizable QED of N leptons of equal
charge is equivalent to N ordinary Dirac leptons, so C, P, T and flavour hold.
  L = psibar i Dslash (ZL PL + ZR PR) psi - (psibar_L M psi_R + h.c.)
ZL, ZR: positive Hermitian kinetic matrices; M: arbitrary complex mass matrix.
psi_L = SL chi_L, psi_R = SR chi_R defines the mass basis chi.
Units: hbar = c = 1, masses and energies in electron masses m_e.
Flavour is the first and the Dirac index the second factor of each kron."""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh, expm, null_space

s0 = np.eye(2, dtype=complex)
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
g0 = np.kron(pauli[0], s0)
gam = [np.kron(1j * pauli[1], s) for s in pauli]
g5 = np.kron(np.diag([-1, 1]), s0)
PL, PR = (np.eye(4) - g5) / 2, (np.eye(4) + g5) / 2
alpha = [g0 @ g for g in gam]


def dag(a):
    return a.conj().T


def chiral(left, right):
    return np.kron(left, PL) + np.kron(right, PR)


def dirac(a, n):
    return np.kron(np.eye(n), a)


def inverse_root(z):
    w, v = np.linalg.eigh(z)
    assert w.min() > 0
    return (v / np.sqrt(w)) @ dag(v)


def solve_wave(ZL, ZR, M, p):
    """Energies and spinors of the original, undiagonalized wave equation."""
    n = len(M)
    Z = chiral(ZL, ZR)
    h = dirac(g0, n) @ chiral(dag(M), M)
    for pi, ai in zip(p, alpha):
        h = h + pi * dirac(ai, n) @ Z
    assert np.allclose(h, dag(h))
    return eigh(h, Z)


def mass_basis(ZL, ZR, M):
    """Constructive diagonalization, valid also for zero or equal masses."""
    RL, RR = inverse_root(ZL), inverse_root(ZR)
    Mc = RL @ M @ RR
    w, V = np.linalg.eigh(dag(Mc) @ Mc)
    m = np.sqrt(np.maximum(w, 0))
    m[m < 1e-6] = 0
    massive = m > 0
    U = np.zeros_like(V)
    U[:, massive] = Mc @ V[:, massive] / m[massive]
    if not massive.all():
        U[:, ~massive] = null_space(dag(U[:, massive]))
    return RL @ U, RR @ V, m


def check_theory(ZL, ZR, M, SL, SR, m):
    n = len(m)
    assert np.allclose(dag(SL) @ ZL @ SL, np.eye(n), atol=1e-10)
    assert np.allclose(dag(SR) @ ZR @ SR, np.eye(n), atol=1e-10)
    assert np.allclose(dag(SL) @ M @ SR, np.diag(m), atol=1e-7)
    p = np.array([0.3, -0.4, 1.2])
    energies = solve_wave(ZL, ZR, M, p)[0]
    e = np.repeat(np.sqrt(p @ p + m**2), 2)
    assert np.allclose(energies, np.sort(np.concatenate([-e, e])), atol=1e-9)
    # Discrete symmetries acting on the original fields and matrices.
    S, Z = chiral(SL, SR), chiral(ZL, ZR)
    mass = dirac(g0, n) @ chiral(dag(M), M)
    Si = np.linalg.inv(S)
    Pm = S @ dirac(g0, n) @ Si
    Tm = S @ dirac(gam[0] @ gam[2], n) @ Si.conj()
    Cm = S @ dirac(1j * gam[1], n) @ Si.conj()
    # Signs: density, current, mass. C and T also complex-conjugate the wave
    # function; for C field anticommutation supplies one more overall sign.
    for W, conj, signs in [(Pm, False, (1, -1, 1)),
                           (Tm, True, (1, -1, 1)),
                           (Cm, True, (1, 1, -1))]:
        terms = [(Z, signs[0]), (mass, signs[2])]
        terms += [(dirac(a, n) @ Z, signs[1]) for a in alpha]
        for X, sign in terms:
            target = X.conj() if conj else X
            assert np.allclose(dag(W) @ X @ W, sign * target, atol=1e-7)


def compton(ZL, ZR, M, k, l, omega, angle):
    """Sum over spins and polarizations of |amplitude|^2 at unit charge,
    flavour k at rest -> flavour l, from the original matrices."""
    n = len(M)
    Z, mass = chiral(ZL, ZR), chiral(dag(M), M)
    E0, u0 = solve_wave(ZL, ZR, M, np.zeros(3))
    mk, ml = E0[2 * n + 2 * k], E0[2 * n + 2 * l]
    c, s = np.cos(angle), np.sin(angle)
    omega2 = (mk**2 - ml**2 + 2 * mk * omega) / (2 * (mk + omega * (1 - c)))
    q1 = omega * np.array([0, 0, 1.0])
    q2 = omega2 * np.array([s, 0, c])
    E1, u1 = solve_wave(ZL, ZR, M, q1 - q2)
    El = E1[2 * n + 2 * l]
    assert np.isclose(El, mk + omega - omega2)
    ui = u0[:, 2 * n + 2 * k:2 * n + 2 * k + 2]
    uf = u1[:, 2 * n + 2 * l:2 * n + 2 * l + 2]

    def vertex(eps):
        return dirac(-sum(e * g for e, g in zip(eps, gam)), n) @ Z

    def propagator(E, p):
        slash = E * g0 - sum(x * g for x, g in zip(p, gam))
        return np.linalg.inv(dirac(slash, n) @ Z - mass)

    G1, G2 = propagator(mk + omega, q1), propagator(mk - omega2, -q2)
    total = 0
    for e1 in ([1, 0, 0], [0, 1, 0]):
        for e2 in ([c, 0, -s], [0, 1, 0]):
            v1, v2 = vertex(e1), vertex(e2)
            a = dag(uf) @ dirac(g0, n) @ (v2 @ G1 @ v1 + v1 @ G2 @ v2) @ ui
            total += np.sum(abs(a)**2)
    return 4 * mk * El * total, omega2


def show(name, a, unit):
    for i, row in enumerate(a):
        text = "  ".join(f"{x.real:+.5f}{x.imag:+.5f}i" for x in row)
        print(f"{name} row {i + 1} [{unit}]: {text}")


# Two-flavour example with round model parameters.
ZL = np.array([[1.2, 0.3], [0.3, 0.8]], complex)
ZR = np.array([[1.0, 0.2j], [-0.2j, 1.5]])
M = np.array([[1.0, 2.0 + 1.0j], [0.5j, 3.0]])
RL, RR = inverse_root(ZL), inverse_root(ZR)
Mc = RL @ M @ RR
wu, U = np.linalg.eigh(Mc @ dag(Mc))
wv, V = np.linalg.eigh(dag(Mc) @ Mc)
assert np.allclose(wu, wv)
# Phase convention: first component of every eigenvector real and positive.
U = U * np.exp(-1j * np.angle(U[0]))
V = V * np.exp(-1j * np.angle(V[0]))
D = dag(U) @ Mc @ V
assert np.allclose(D, np.diag(np.diag(D)))
m, phi = np.sqrt(wv), np.angle(np.diag(D))
assert np.allclose(abs(np.diag(D)), m)
for mk, f in zip(m, phi):
    R = expm(-0.5j * f * g5)
    bar = g0 @ dag(R) @ g0
    complex_mass = mk * (np.cos(f) * np.eye(4) + 1j * np.sin(f) * g5)
    assert np.allclose(bar @ complex_mass @ R, mk * np.eye(4))
    assert all(np.allclose(bar @ g @ R, g) for g in [g0] + gam)
SL = RL @ U @ np.diag(np.exp(0.5j * phi))
SR = RR @ V @ np.diag(np.exp(-0.5j * phi))
check_theory(ZL, ZR, M, SL, SR, m)
check_theory(ZL, ZR, M, *mass_basis(ZL, ZR, M))
sum_sq = np.trace(np.linalg.inv(ZL) @ M @ np.linalg.inv(ZR) @ dag(M)).real
product = abs(np.linalg.det(M)) / np.sqrt(
    (np.linalg.det(ZL) * np.linalg.det(ZR)).real)
E_rest, u_rest = solve_wave(ZL, ZR, M, np.zeros(3))
assert np.isclose(sum_sq, np.sum(E_rest[4::2]**2))
assert np.isclose(product, np.prod(E_rest[4::2]))

# Exceptional case: three flavours, one zero and two equal masses.
rng = np.random.default_rng(4)


def random_complex(n):
    return rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))


A, B = random_complex(3), random_complex(3)
ZL3 = np.eye(3) + 0.2 * A @ dag(A)
ZR3 = np.eye(3) + 0.2 * B @ dag(B)
Q1 = np.linalg.qr(random_complex(3))[0]
Q2 = np.linalg.qr(random_complex(3))[0]
M3 = (np.linalg.inv(inverse_root(ZL3)) @ Q1 @ np.diag([0, 2, 2])
      @ dag(Q2) @ np.linalg.inv(inverse_root(ZR3)))
SL3, SR3, m3 = mass_basis(ZL3, ZR3, M3)
assert np.allclose(m3, [0, 2, 2])
check_theory(ZL3, ZR3, M3, SL3, SR3, m3)

# Flavour-changing current between solutions of the original wave equation.
ua = solve_wave(ZL, ZR, M, [0.2, 0.5, -0.3])[1]
ub = solve_wave(ZL, ZR, M, [-0.4, 0.1, 0.7])[1]
Zbig = chiral(ZL, ZR)


def flavour_change(matrix):
    return max(np.max(abs(dag(ub[:, 4:6]) @ dirac(a, 2) @ matrix @ ua[:, 6:8]))
               for a in [np.eye(4)] + alpha)


change_gauge = flavour_change(Zbig)
change_wrong = flavour_change(np.eye(8))
assert change_gauge < 1e-11 and change_wrong > 1e-2

# Compton scattering: original two-flavour theory against single leptons.
omega, angle = 1.0, np.pi / 3
same, single, omega_out = [], [], []
for k in range(2):
    a, w2 = compton(ZL, ZR, M, k, k, omega, angle)
    one = np.eye(1)
    b, w3 = compton(one, one, np.array([[m[k]]]), 0, 0, omega, angle)
    assert np.isclose(a, b, rtol=1e-9) and np.isclose(w2, w3)
    same.append(a)
    single.append(b)
    omega_out.append(w2)
change_compton, w_change = compton(ZL, ZR, M, 1, 0, omega, angle)
assert change_compton < 1e-18

# Dimension-five control: unit dipole matrix in the original fields,
# L5 = -(1/2) psibar_L sigma.F D5 psi_R + h.c., with unit electric field.
D5 = np.eye(2)
dip = dag(SL) @ D5 @ SR
h5 = dirac(g0 @ (1j * alpha[2]), 2) @ chiral(dag(D5), D5)
assert np.allclose(h5, dag(h5))
splitting = []
for k in range(2):
    u = u_rest[:, 4 + 2 * k:6 + 2 * k]
    splitting.append(np.ptp(np.linalg.eigvalsh(dag(u) @ h5 @ u)))
assert np.allclose(splitting, 2 * abs(np.diag(dip).imag))
assert max(splitting) > 1e-2 and abs(dip[0, 1]) + abs(dip[1, 0]) > 1e-2

# Constant coefficient of F Fdual: total derivative, no field equation.
x = sp.symbols("t x y z")
Af = [sp.Function(f"A{i}")(*x) for i in range(4)]
F = [[sp.diff(Af[j], x[i]) - sp.diff(Af[i], x[j]) for j in range(4)]
     for i in range(4)]
perms = [(i, j, k, l, sp.LeviCivita(i, j, k, l))
         for i in range(4) for j in range(4) for k in range(4)
         for l in range(4) if len({i, j, k, l}) == 4]
density = sp.expand(sum(e * F[i][j] * F[k][l] for i, j, k, l, e in perms))
divergence = sum(sp.diff(4 * e * Af[j] * sp.diff(Af[l], x[k]), x[i])
                 for i, j, k, l, e in perms)
assert sp.expand(density - divergence) == 0


def field_equation(lagrangian, j):
    return sp.expand(sum(
        sp.diff(sp.diff(lagrangian, sp.diff(Af[j], x[i])), x[i])
        for i in range(4)))


assert all(field_equation(density, j) == 0 for j in range(4))
# A coefficient varying in time does change the field equations.
assert any(field_equation(x[0] * density, j) != 0 for j in range(4))

show("Z_L", ZL, "1")
show("Z_R", ZR, "1")
show("M", M, "m_e")
show("Z_L^(-1/2)", RL, "1")
show("Z_R^(-1/2)", RR, "1")
show("M' = canonical mass matrix", Mc, "m_e")
print(f"det Z_L = {np.linalg.det(ZL).real:.5f}, "
      f"det Z_R = {np.linalg.det(ZR).real:.5f} [1]")
print(f"|det M| = {abs(np.linalg.det(M)):.6f} m_e^2")
print(f"sum of squared masses = {sum_sq:.6f} m_e^2")
print(f"product of masses = {product:.6f} m_e^2")
for k in range(2):
    print(f"mass {k + 1} from diagonalization = {m[k]:.6f} m_e")
    print(f"mass {k + 1} from original wave equation = "
          f"{E_rest[4 + 2 * k]:.6f} m_e")
    print(f"rest energy {k + 1} = {m[k] / constants.alpha**2:.2f} hartree")
    print(f"gamma5 phase {k + 1} (first components positive) = "
          f"{phi[k]:+.6f} rad")
show("U", U, "1")
show("V", V, "1")
show("S_L", SL, "1")
show("S_R", SR, "1")
show("parity matrix S_L S_R^-1", SL @ np.linalg.inv(SR), "1")
print(f"naive parity mismatch, max|M - M^dagger| = "
      f"{np.max(abs(M - dag(M))):.5f} m_e")
print(f"flavour-changing current below 1e-11: {change_gauge < 1e-11}")
print(f"same, current matrix replaced by identity = {change_wrong:.5f} [1]")
print(f"Compton input: photon energy {omega:.2f} m_e, "
      f"angle {np.degrees(angle):.1f} degrees")
for k in range(2):
    print(f"Compton {k + 1}->{k + 1}: outgoing photon {omega_out[k]:.6f} m_e, "
          f"sum|amp|^2 = {same[k]:.6f}, single lepton {single[k]:.6f} [1]")
print(f"Compton 2->1: outgoing photon would have {w_change:.6f} m_e, "
      f"sum|amp|^2 below 1e-18: {change_compton < 1e-18}")
show("dipole matrix in mass basis", dip, "unit dipole")
print(f"electric spin splittings 1, 2 = {splitting[0]:.5f}, "
      f"{splitting[1]:.5f} [unit dipole x unit field]")
print(f"three-flavour test masses = {m3[0]:.4f}, {m3[1]:.4f}, "
      f"{m3[2]:.4f} m_e")
print("all assertions hold")
```

It prints:

```
Z_L row 1 [1]: +1.20000+0.00000i  +0.30000+0.00000i
Z_L row 2 [1]: +0.30000+0.00000i  +0.80000+0.00000i
Z_R row 1 [1]: +1.00000+0.00000i  +0.00000+0.20000i
Z_R row 2 [1]: -0.00000-0.20000i  +1.50000+0.00000i
M row 1 [m_e]: +1.00000+0.00000i  +2.00000+1.00000i
M row 2 [m_e]: +0.00000+0.50000i  +3.00000+0.00000i
Z_L^(-1/2) row 1 [1]: +0.94487+0.00000i  -0.16359+0.00000i
Z_L^(-1/2) row 2 [1]: -0.16359+0.00000i  +1.16299+0.00000i
Z_R^(-1/2) row 1 [1]: +1.01085+0.00000i  +0.00000-0.07465i
Z_R^(-1/2) row 2 [1]: +0.00000+0.07465i  +0.82423+0.00000i
M' = canonical mass matrix row 1 [m_e]: +0.88459+0.02175i  +1.14697+0.70826i
M' = canonical mass matrix row 2 [m_e]: -0.15315+0.82383i  +2.64946-0.12263i
det Z_L = 0.87000, det Z_R = 1.46000 [1]
|det M| = 3.640055 m_e^2
sum of squared masses = 10.336955 m_e^2
product of masses = 3.229772 m_e^2
mass 1 from diagonalization = 1.064620 m_e
mass 1 from original wave equation = 1.064620 m_e
rest energy 1 = 19992.35 hartree
gamma5 phase 1 (first components positive) = -0.265548 rad
mass 2 from diagonalization = 3.033734 m_e
mass 2 from original wave equation = 3.033734 m_e
rest energy 2 = 56970.08 hartree
gamma5 phase 2 (first components positive) = +1.660562 rad
U row 1 [1]: +0.90457+0.00000i  +0.42632+0.00000i
U row 2 [1]: -0.38828+0.17604i  +0.82386-0.37352i
V row 1 [1]: +0.97797+0.00000i  +0.20876+0.00000i
V row 2 [1]: -0.06629-0.19796i  +0.31055+0.92735i
S_L row 1 [1]: +0.90633-0.15010i  +0.13574+0.23907i
S_L row 2 [1]: -0.56716+0.28230i  +0.92001+0.36267i
S_R row 1 [1]: +0.96458+0.13382i  +0.17197-0.22250i
S_R row 2 [1]: -0.04222-0.09660i  +0.74838+0.33726i
parity matrix S_L S_R^-1 row 1 [1]: +0.86969-0.22645i  +0.27662+0.50540i
parity matrix S_L S_R^-1 row 2 [1]: -0.45289+0.45376i  +1.08821-0.24473i
naive parity mismatch, max|M - M^dagger| = 2.50000 m_e
flavour-changing current below 1e-11: True
same, current matrix replaced by identity = 0.23003 [1]
Compton input: photon energy 1.00 m_e, angle 60.0 degrees
Compton 1->1: outgoing photon 0.680433 m_e, sum|amp|^2 = 11.200679, single lepton 11.200679 [1]
Compton 2->2: outgoing photon 0.858507 m_e, sum|amp|^2 = 10.186560, single lepton 10.186560 [1]
Compton 2->1: outgoing photon would have 2.000376 m_e, sum|amp|^2 below 1e-18: True
dipole matrix in mass basis row 1 [unit dipole]: +0.85081+0.33278i  -0.13999-0.57839i
dipole matrix in mass basis row 2 [unit dipole]: +0.08904-0.28600i  +0.78098-0.03244i
electric spin splittings 1, 2 = 0.66556, 0.06488 [unit dipole x unit field]
three-flavour test masses = 0.0000, 2.0000, 2.0000 m_e
all assertions hold
```
